# Good correlation energies do not guarantee good correlation potentials: the helium atom: a program that tests the result

```python
"""Helium: good correlation energies do not imply good correlation potentials.

Result under test: PBE and LYP give the correlation energy of helium within a
few millihartree, yet their correlation potentials have the wrong sign for a
large share of the electrons.  Hartree atomic units are used throughout.
n: density, sigma: squared density gradient, f(n, sigma): correlation energy
per volume, v_s: Kohn-Sham potential, v_H: Hartree potential,
v_c: correlation potential (zero at infinity), eps: occupied Kohn-Sham level.
The reference is a correlated variational wavefunction in Laguerre functions
of the perimetric coordinates x=r2+u-r1, y=r1+u-r2, z=r1+r2-u (u=r12).
"""
import numpy as np
from numpy.polynomial import laguerre as lg, legendre as le
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- radial grid: Gauss-Legendre panels with spectral calculus --------
edges = np.array([0, .08, .3, .7, 1.2, 2., 3., 4.2, 5.7, 7.6, 10.])
order_panel = 18
xg, wg = le.leggauss(order_panel)
half = np.diff(edges) / 2
r = (edges[:-1, None] + half[:, None] * (xg + 1)).ravel()
wr = (half[:, None] * wg).ravel()
dvol = 4 * pi * r**2 * wr
to_coef = np.linalg.inv(le.legvander(xg, order_panel - 1))
unit = np.eye(order_panel)
diff_mat = le.legvander(xg, order_panel - 2) @ le.legder(unit) @ to_coef
int_mat = le.legvander(xg, order_panel) @ le.legint(unit, lbnd=-1) @ to_coef


def diff(values):
    panels = values.reshape(-1, order_panel)
    return (panels @ diff_mat.T / half[:, None]).ravel()


def integral_from_zero(values):
    panels = values.reshape(-1, order_panel)
    inside = panels @ int_mat.T * half[:, None]
    sums = panels @ wg * half
    return (inside + (np.cumsum(sums) - sums)[:, None]).ravel()


def at(points, values):
    points = np.atleast_1d(np.asarray(points, float))
    k = np.clip(np.searchsorted(edges, points, "right") - 1, 0, len(half) - 1)
    local = (points - edges[k]) / half[k] - 1
    coef = values.reshape(-1, order_panel) @ to_coef.T
    return np.sum(le.legvander(local, order_panel - 1) * coef[k], axis=1)


# ---------- correlated two-electron wavefunction -----------------------------
def solve_helium(order, zeta):
    t, w = lg.laggauss(order + 3)
    lag = lg.lagvander(t, order)
    dlag = np.zeros_like(lag)
    for k in range(1, order + 1):
        dlag[:, k] = dlag[:, k - 1] - lag[:, k - 1]
    env = dlag - lag / 2          # derivative including the exponential
    a, b, c = np.array([(i, j, k) for i in range(order + 1)
                        for j in range(i, order - i + 1)
                        for k in range(order + 1 - i - j)]).T

    def table(fx, fy, fz):        # symmetric under exchange of the electrons
        return sum((fx[:, None, None, p] * fy[None, :, None, q]
                    * fz[None, None, :, c]).reshape(-1, len(c))
                   for p, q in ((a, b), (b, a)))

    x, y, z = [m.ravel() for m in np.meshgrid(t / zeta, t / zeta,
                                              t / (2 * zeta), indexing="ij")]
    r1, r2, u = (y + z) / 2, (x + z) / 2, (x + y) / 2
    weight = (w[:, None, None] * w[None, :, None] * w).ravel()
    weight = weight * 8 * pi**2 / 4 / (2 * zeta**3)
    val = table(lag, lag, lag)
    dx = zeta * table(env, lag, lag)
    dy = zeta * table(lag, env, lag)
    dz = 2 * zeta * table(lag, lag, env)
    p1, p2, pu = -dx + dy + dz, dx - dy + dz, dx + dy - dz

    def bracket(left, factor, right):
        return left.T @ ((weight * factor)[:, None] * right)

    vol = r1 * r2 * u
    cross = (bracket(p1, r2 * (r1**2 + u**2 - r2**2) / 2, pu)
             + bracket(p2, r1 * (r2**2 + u**2 - r1**2) / 2, pu))
    kin = (bracket(p1, vol, p1) + bracket(p2, vol, p2)
           + 2 * bracket(pu, vol, pu) + cross + cross.T) / 2
    nuc = bracket(val, -2 * u * (r1 + r2), val)
    rep = bracket(val, r1 * r2, val)
    energy, vec = eigh(kin + nuc + rep, bracket(val, vol, val),
                       subset_by_index=[0, 0])
    vec = vec[:, 0]
    tensor = np.zeros((order + 1,) * 3)
    np.add.at(tensor, (a, b, c), vec)
    np.add.at(tensor, (b, a, c), vec)
    parts = [vec @ m @ vec for m in (kin, nuc, rep)]
    return energy[0], parts, tensor, len(vec)


def density_from_wavefunction(tensor, zeta):
    m = tensor.shape[0]
    xi, wi = le.leggauss(42)
    to, wo = lg.laggauss(m + 4)
    xu, wu = le.leggauss(m + 3)
    out = np.empty_like(r)
    for i, r1 in enumerate(r):
        r2 = np.concatenate([r1 * (1 + xi) / 2, r1 + to / (2 * zeta)])
        w2 = np.concatenate([wi * r1 / 2, wo * np.exp(to) / (2 * zeta)])
        small, large = np.minimum(r1, r2), np.maximum(r1, r2)
        u = large[:, None] + small[:, None] * xu
        weight = (w2 * r2 * small)[:, None] * wu * u
        s = r2[:, None] + 0 * u
        lx = lg.lagvander((zeta * (s + u - r1)).ravel(), m - 1)
        ly = lg.lagvander((zeta * (r1 + u - s)).ravel(), m - 1)
        lz = lg.lagvander((2 * zeta * (r1 + s - u)).ravel(), m - 1)
        mid = (lx @ tensor.reshape(m, m * m)).reshape(-1, m, m)
        mid = np.matmul(ly[:, None, :], mid)[:, 0, :]
        psi = np.sum(mid * lz, axis=1) * np.exp(-zeta * (r1 + s)).ravel()
        out[i] = 2 * 2 * pi / r1 * np.sum(weight.ravel() * psi**2)
    return out


def invert(energy, n):
    log_n = np.log(n)
    d1 = diff(log_n)
    v_s = energy + 2 + diff(d1) / 4 + d1**2 / 8 + d1 / (2 * r)
    charge = integral_from_zero(4 * pi * r**2 * n)
    shell = 4 * pi * r * n
    v_h = charge / r + np.sum(wr * shell) - integral_from_zero(shell)
    return v_s, v_h, v_s + 2 / r - v_h / 2, n * d1


E, (T, V_ne, W), tensor, n_basis = solve_helium(15, 1.8)
n = density_from_wavefunction(tensor, 1.8)
v_s, v_H, vc_ref, dn = invert(E, n)
E_small, _, tensor_small, n_small = solve_helium(12, 2.0)
vc_small = invert(E_small, density_from_wavefunction(tensor_small, 2.0))[2]
window = (r > .08) & (r < 3)
basis_change = np.max(np.abs(vc_ref - vc_small)[window])
eps = E + 2
T_s = np.sum(dvol * dn**2 / (8 * n))
E_H = np.sum(dvol * n * v_H) / 2
Ec_ref = E - T_s - V_ne - E_H / 2
T_c = T - T_s
cusp = at(0, dn)[0] / at(0, n)[0]

assert abs(E - E_small) < 1e-6
assert abs(2 * T + V_ne + W) < 1e-5
assert abs(np.sum(dvol * n) - 2) < 1e-6
assert abs(np.sum(dvol * n * -2 / r) - V_ne) < 1e-5
assert abs(cusp + 4) < 5e-3 * 4
assert basis_change < 1e-3
mean_ref = np.sum(dvol * n * vc_ref) / 2
assert abs(2 * mean_ref - (2 * eps - T_s - V_ne - E_H)) < 1e-5
slope_ref = np.sum(dvol * vc_ref * (3 * n + r * dn))
assert abs(slope_ref - (Ec_ref + T_c)) < 2e-5


# ---------- approximate functionals, closed shell ---------------------------
def eps_pw92(n):
    rs = (3 / (4 * pi * n))**(1 / 3)
    a = 0.0310907
    q = 2 * a * (7.5957 * rs**.5 + 3.5876 * rs + 1.6382 * rs**1.5
                 + 0.49294 * rs**2)
    return -2 * a * (1 + 0.21370 * rs) * np.log(1 + 1 / q)


def f_lda(n, sigma):
    return n * eps_pw92(n) + 0 * sigma


def f_pbe(n, sigma):
    beta, gamma = 0.06672455060314922, (1 - np.log(2)) / pi**2
    e = eps_pw92(n)
    t2 = pi * sigma / (16 * (3 * pi**2 * n)**(1 / 3) * n**2)
    at2 = beta / gamma / (np.exp(-e / gamma) - 1) * t2
    ratio = (1 + at2) / (1 + at2 + at2**2)
    return n * (e + gamma * np.log(1 + beta / gamma * t2 * ratio))


def f_lyp(n, sigma):
    a, b, c, d = 0.04918, 0.132, 0.2533, 0.349
    s = n**(-1 / 3)
    omega = np.exp(-c * s) / (1 + d * s) * n**(-11 / 3)
    delta = c * s + d * s / (1 + d * s)
    c_f = 0.3 * (3 * pi**2)**(2 / 3)
    return (-a * n / (1 + d * s) - a * b * omega * n**2
            * (c_f * n**(8 / 3) - (3 + 7 * delta) * sigma / 72))


def partials(f, n, sigma):        # complex-step derivatives
    h = 1e-20
    return (np.imag(f(n * (1 + 1j * h), sigma)) / (h * n),
            np.imag(f(n, sigma * (1 + 1j * h))) / (h * sigma))


def energy_c(f, n, dn):
    return np.sum(dvol * f(n, dn**2))


def ks_level(potential):          # lowest s level by diagonalization
    alpha, size = 1.8, 8
    phi = lg.lagvander(2 * alpha * r, size - 1) * np.exp(-alpha * r)[:, None]
    dphi = np.array([diff(col) for col in phi.T]).T
    ham = (dphi.T @ (dvol[:, None] * dphi) / 2
           + phi.T @ ((dvol * potential)[:, None] * phi))
    return eigh(ham, phi.T @ (dvol[:, None] * phi), eigvals_only=True)[0]


level_ref = ks_level(v_s)
assert abs(level_ref - eps) < 5e-5   # finite orbital basis
frozen = -2 / r + v_H / 2
level_none = ks_level(frozen)

functionals = {"LDA": f_lda, "PBE": f_pbe, "LYP": f_lyp}
Ec, vc, mean, slope, level, pole = {}, {}, {}, {}, {}, {}
dense = n > 1e-4
for name, f in functionals.items():
    f_n, f_sigma = partials(f, n, dn**2)
    g = 2 * f_sigma * dn
    vc[name] = f_n - diff(g) - 2 * g / r
    Ec[name] = energy_c(f, n, dn)
    pole[name] = -2 * at(0, g)[0]
    mean[name] = np.sum(dvol * n * vc[name]) / 2
    slope[name] = np.sum(dvol * vc[name] * (3 * n + r * dn))
    level[name] = ks_level(frozen + vc[name])

    # functional derivative against a finite change of the energy
    bump, dbump = (1 - r) * np.exp(-3 * r), (3 * r - 4) * np.exp(-3 * r)
    lam = 1e-4
    change = (energy_c(f, n + lam * bump, dn + lam * dbump)
              - energy_c(f, n - lam * bump, dn - lam * dbump)) / (2 * lam)
    assert abs(change - np.sum(dvol * vc[name] * bump)) < 1e-6

    # uniform scaling of the density, energies only
    step = 1e-3
    scaled = [np.sum(dvol * f(q**3 * n, q**8 * dn**2)) / q**3
              for q in (1 + step, 1 - step)]
    assert abs((scaled[0] - scaled[1]) / (2 * step) - slope[name]) < 1e-5

    if name != "LDA":
        # libxc as an independent implementation
        rho = np.array([n[dense], dn[dense], 0 * n[dense], 0 * n[dense]])
        exc, vxc = libxc.eval_xc(",GGA_C_" + name, rho, spin=0, deriv=1)[:2]
        assert np.max(np.abs(exc - (f(n, dn**2) / n)[dense])) < 1e-6
        assert np.max(np.abs(vxc[0] - f_n[dense])) < 1e-5
        assert np.allclose(vxc[1], f_sigma[dense], rtol=1e-3, atol=1e-7)
        # 1/r pole at the nucleus from energies of two narrow Gaussian bumps
        average = []
        for width in (.01, .02):
            b = np.exp(-(r / width)**2)
            db = -2 * r / width**2 * b
            de = (energy_c(f, n + lam * b, dn + lam * db)
                  - energy_c(f, n - lam * b, dn - lam * db)) / (2 * lam)
            average.append(de / (pi**1.5 * width**3))
        pole_energy = (average[0] - average[1]) * np.sqrt(pi) * .01
        assert abs(pole_energy / pole[name] - 1) < .05  # finite bump width

# ---------- pointwise comparison ---------------------------------------------
fine = np.linspace(.08, 3, 5841)
electrons = 4 * pi * fine**2 * at(fine, n) * (fine[1] - fine[0])
ref_fine = at(fine, vc_ref)
weights = (dvol * n)[window]
weights = weights / weights.sum()


def crossings(values):
    k = np.where(values[:-1] * values[1:] < 0)[0]
    return ", ".join(f"{(fine[i] + fine[i + 1]) / 2:.3f}" for i in k) or "none"


def errors(values):
    d = (values - vc_ref)[window]
    shift = np.sum(weights * d)
    return (np.sqrt(np.sum(weights * d**2)),
            np.sqrt(np.sum(weights * (d - shift)**2)))


wrong = {k: np.sum(electrons[at(fine, vc[k]) * ref_fine < 0]) / 2 for k in vc}
for name in ("PBE", "LYP"):
    assert abs(Ec[name] - Ec_ref) < 3e-3
    assert wrong[name] > .3
    assert mean_ref > 0 > mean[name]
    assert abs(level[name] - eps) > abs(level_none - eps)

print(f"basis functions, large and small basis: {n_basis}, {n_small}")
print(f"total energy E: {E:.8f} Ha; change from small basis: {E-E_small:.1e} Ha")
print(f"T, V_ne, W: {T:.6f}, {V_ne:.6f}, {W:.6f} Ha")
print(f"T_s, E_H: {T_s:.6f}, {E_H:.6f} Ha")
print(f"reference E_c, T_c: {Ec_ref:.6f}, {T_c:.6f} Ha")
print(f"eps = -I: {eps:.6f} Ha = {eps*HARTREE_EV:.4f} eV")
print(f"n(0): {at(0, n)[0]:.4f} bohr^-3; n'(0)/n(0): {cusp:.4f} bohr^-1")
print(f"largest v_c change between bases, 0.08-3 bohr: {basis_change:.1e} Ha")
print(f"electron fraction in 0.08-3 bohr: {np.sum(dvol[window]*n[window])/2:.4f}")
for k in vc:
    print(f"{k} E_c: {Ec[k]:.6f} Ha; error: {1e3*(Ec[k]-Ec_ref):+.3f} mHa")
print("v_c in Ha: r/bohr, reference, LDA, PBE, LYP")
for point in (.1, .2, .3, .5, .75, 1., 1.5, 2., 2.5, 2.95):
    row = [at(point, v)[0] for v in (vc_ref, *vc.values())]
    print(f"{point:5.2f}  " + "  ".join(f"{v:+.4f}" for v in row))
print(f"sign changes of v_c, reference: {crossings(ref_fine)} bohr")
for k in vc:
    print(f"sign changes of v_c, {k}: {crossings(at(fine, vc[k]))} bohr")
for k in vc:
    print(f"{k} fraction of all electrons with wrong sign: {wrong[k]:.3f}")
print("density-weighted rms error of v_c, 0.08-3 bohr: plain, constant removed")
for k, v in {"zero v_c": 0 * r, **vc}.items():
    print(f"{k}: {errors(v)[0]:.4f}, {errors(v)[1]:.4f} Ha")
print(f"mean v_c per electron, reference: {mean_ref:+.5f} Ha")
for k in vc:
    print(f"{k} mean v_c: {mean[k]:+.5f} Ha; r*v_c at nucleus: {pole[k]:+.5f} Ha bohr")
print(f"scaling slope dE_c/dgamma, reference: {slope_ref:+.5f} Ha")
print("scaling slope, LDA, PBE, LYP: "
      + ", ".join(f"{slope[k]:+.5f}" for k in vc) + " Ha")
print(f"level by diagonalization, reference v_c: {level_ref:.5f} Ha")
for k, v in {"zero v_c": level_none, **level}.items():
    print(f"level, {k}: {v:.5f} Ha; error: {(v-eps)*HARTREE_EV:+.3f} eV")
print("every check passed")
```

Printed output:

```
basis functions, large and small basis: 444, 252
total energy E: -2.90372436 Ha; change from small basis: -1.1e-08 Ha
T, V_ne, W: 2.903724, -6.753267, 0.945818 Ha
T_s, E_H: 2.867081, 2.049137 Ha
reference E_c, T_c: -0.042107, 0.036643 Ha
eps = -I: -0.903724 Ha = -24.5916 eV
n(0): 3.6208 bohr^-3; n'(0)/n(0): -3.9995 bohr^-1
largest v_c change between bases, 0.08-3 bohr: 2.0e-04 Ha
electron fraction in 0.08-3 bohr: 0.9909
LDA E_c: -0.112372 Ha; error: -70.264 mHa
PBE E_c: -0.041835 Ha; error: +0.272 mHa
LYP E_c: -0.043778 Ha; error: -1.670 mHa
v_c in Ha: r/bohr, reference, LDA, PBE, LYP
 0.10  -0.0483  -0.0873  +0.0893  -0.0272
 0.20  -0.0265  -0.0838  +0.0037  -0.0370
 0.30  -0.0059  -0.0805  -0.0228  -0.0390
 0.50  +0.0207  -0.0743  -0.0405  -0.0381
 0.75  +0.0293  -0.0670  -0.0451  -0.0345
 1.00  +0.0245  -0.0604  -0.0428  -0.0305
 1.50  +0.0109  -0.0487  -0.0254  -0.0255
 2.00  +0.0041  -0.0386  -0.0082  -0.0297
 2.50  +0.0014  -0.0299  -0.0017  -0.0382
 2.95  +0.0007  -0.0233  -0.0003  -0.0346
sign changes of v_c, reference: 0.333 bohr
sign changes of v_c, LDA: none bohr
sign changes of v_c, PBE: 0.209 bohr
sign changes of v_c, LYP: none bohr
LDA fraction of all electrons with wrong sign: 0.884
PBE fraction of all electrons with wrong sign: 0.919
LYP fraction of all electrons with wrong sign: 0.884
density-weighted rms error of v_c, 0.08-3 bohr: plain, constant removed
zero v_c: 0.0214, 0.0151 Ha
LDA: 0.0810, 0.0185 Ha
PBE: 0.0573, 0.0326 Ha
LYP: 0.0507, 0.0155 Ha
mean v_c per electron, reference: +0.01480 Ha
LDA mean v_c: -0.06356 Ha; r*v_c at nucleus: -0.00000 Ha bohr
PBE mean v_c: -0.03095 Ha; r*v_c at nucleus: +0.01779 Ha bohr
LYP mean v_c: -0.03300 Ha; r*v_c at nucleus: +0.00230 Ha bohr
scaling slope dE_c/dgamma, reference: -0.00546 Ha
scaling slope, LDA, PBE, LYP: -0.04427, -0.00424, -0.01011 Ha
level by diagonalization, reference v_c: -0.90372 Ha
level, zero v_c: -0.91856 Ha; error: -0.404 eV
level, LDA: -0.98231 Ha; error: -2.139 eV
level, PBE: -0.94968 Ha; error: -1.251 eV
level, LYP: -0.95157 Ha; error: -1.302 eV
every check passed
```
